# Strong confinement of an electron–hole pair in a spherical nanocrystal, part 1

(Sections cited here and not found follow in the second part.)

An electron of mass $m_e$ and a hole of mass $m_h$ held inside a sphere of radius $R$, and attracting each other through a Coulomb force screened by a relative permittivity $\epsilon$, have only a few quantities from which an energy can be built. In Hartree atomic units ($\hbar = m_0 = e^2/4\pi\epsilon_0 = 1$, lengths in bohr, energies in hartree) define the reduced mass by $1/\mu = 1/m_e + 1/m_h$. Confinement supplies the energy $1/(\mu R^2)$ and the attraction supplies $1/(\epsilon R)$. Their ratio is the pure number

$$g = \frac{1/(\epsilon R)}{1/(\mu R^2)} = \frac{\mu R}{\epsilon} = \frac{R}{a}, \qquad a = \frac{\epsilon}{\mu},$$

where $a$ is the Bohr radius of the bulk exciton. The only other pure number is the mass ratio, so the ground-state energy must have the form $E = h(g, m_h/m_e)/(\mu R^2)$. If $h$ can be expanded for small $g$ as $h_0 + h_1 g + h_2 g^2 + \dots$, then, using $g/(\mu R^2) = 1/(\epsilon R)$ and $g^2/(\mu R^2) = \mu/\epsilon^2$,

$$E = \frac{h_0}{\mu R^2} + \frac{h_1}{\epsilon R} + h_2\,\frac{\mu}{\epsilon^2} + \dots$$

The powers $R^{-2}$, $R^{-1}$, $R^0$ are thereby fixed. The third term does not depend on the radius and is a multiple of the exciton Rydberg $\mathrm{Ry}^* = \mu/(2\epsilon^2)$. A small sphere means small $g$, so in a small sphere the Coulomb attraction is the perturbation. What remains is to find the three numbers.

## Problem

The model has one electron and one hole with isotropic parabolic bands, an infinitely high wall at $r = R$, and one uniform permittivity $\epsilon$ inside and outside, so that no image charges arise. With the zero of energy at the bulk gap $E_g$,

$$H = -\frac{\nabla_e^2}{2m_e} - \frac{\nabla_h^2}{2m_h} - \frac{1}{\epsilon\,|\mathbf r_e - \mathbf r_h|},$$

and the wave function vanishes when either particle reaches the wall.

(a) Show that to first order in $g$

$$E = \frac{\pi^2}{2\mu R^2} - \frac{C}{\epsilon R},$$

and find $C$ in closed form and as a number. In SI units this reads $\hbar^2\pi^2/(2\mu R^2) - Ce^2/(4\pi\epsilon_0\epsilon R)$, with $\mu$ then in kilograms.

(b) Show that the two-term formula lies above the exact energy of the model for every $R$. Write the next term as $-\gamma\,\mathrm{Ry}^*$, derive an expression and a lower bound for $\gamma$, and decide whether it depends on the mass ratio.

(c) For chosen inputs roughly typical of CdSe, $m_e = 0.13$, $m_h = 0.45$, $\epsilon = 10.6$, $E_g = 1.74$ eV, compare the formula with a numerical solution of the model for $R$ from 1 to 5 nm, and with the rough position of the first absorption of real CdSe crystals of radius near 2 nm.

## Solution

### The scaled Hamiltonian

Put $\mathbf r_e = R\mathbf x_e$ and $\mathbf r_h = R\mathbf x_h$, so that both particles move in the unit ball, and let $s = |\mathbf x_e - \mathbf x_h|$. Each Laplacian acquires a factor $1/R^2$ and the Coulomb term a factor $1/R$. Multiplying $H$ by $\mu R^2$ gives

$$h = \mu R^2 H = -\frac{\alpha_e}{2}\nabla_e^2 - \frac{\alpha_h}{2}\nabla_h^2 - \frac{g}{s},$$

with $\alpha_e = \mu/m_e = m_h/M$, $\alpha_h = \mu/m_h = m_e/M$ and $M = m_e + m_h$. The definition of $\mu$ gives $\alpha_e + \alpha_h = 1$. The kinetic part of $h$ is called $T$ below. Since $1/(\mu R^2) = 1/(\mu a^2 g^2)$ and $\mathrm{Ry}^* = \mu/(2\epsilon^2) = 1/(2\mu a^2)$, an eigenvalue of $h$ converts to an energy by $E = 2h\,\mathrm{Ry}^*/g^2$.

The separation into centre-of-mass and relative motion that solves the bulk exciton is not available. The wall acts on $|\mathbf x_e|$ and $|\mathbf x_h|$ separately, and these conditions mix the centre-of-mass and relative coordinates. The reduced mass will appear in the result for a different reason: two kinetic energies of the same form are added.

### One particle in the unit ball

At $g = 0$ the particles are independent. Each obeys $-\tfrac12\nabla^2\psi = \tfrac12 z^2\psi$ with $\psi = 0$ at $x = |\mathbf x| = 1$. Writing $\psi = [u(x)/x]\,Y_{lm}$ turns this into

$$-u'' + \frac{l(l+1)}{x^2}u = z^2u, \qquad u(0) = u(1) = 0 .$$

The condition at the origin excludes a $\psi$ that behaves as $1/x$, whose Laplacian contains a delta function that the equation does not have. For $l = 0$ the solution that vanishes at the origin is $\sin zx$, and the wall requires $z = n\pi$. The lowest has $z = \pi$. Normalizing with $\int_0^1\sin^2\pi x\,dx = \tfrac12$ and $Y_{00} = 1/\sqrt{4\pi}$,

$$\psi_0(\mathbf x) = \frac{\sin\pi x}{\sqrt{2\pi}\,x}, \qquad p(x) = 4\pi x^2\psi_0^2 = 2\sin^2\pi x = 1 - \cos 2\pi x ,$$

where $p(x)\,dx$ is the probability of finding the particle at a radius between $x$ and $x + dx$.

All states with $l \ge 1$ lie higher. The lowest $u$ for such an $l$ satisfies the same boundary conditions as the $l = 0$ problem, so as a trial function there it gives $\int u'^2dx \ge \pi^2\int u^2dx$, and the centrifugal term adds a positive amount that grows with $l$. For $l = 1$, take $u_0 = \sin zx$ and $u_1 = u_0/x - u_0'$. With $u_0'' = -z^2u_0$,

$$u_1' = \frac{u_0'}{x} - \frac{u_0}{x^2} + z^2u_0, \qquad u_1'' = -\frac{z^2u_0}{x} - \frac{2u_0'}{x^2} + \frac{2u_0}{x^3} + z^2u_0' = \Big(\frac{2}{x^2} - z^2\Big)u_1 ,$$

which is the $l = 1$ equation. The wall condition $u_1(1) = 0$ is $\tan z = z$, whose first positive root is $z = 4.49341$. In general $u = x\,j_l(zx)$, with $j_l$ the spherical Bessel function and $z$ one of its zeros.

The wave functions do not contain the mass; only the energies $\alpha z^2/2$ do. The pair ground state at $g = 0$ is $\Phi = \psi_0(\mathbf x_e)\psi_0(\mathbf x_h)$, with

$$h_0 = \alpha_e\frac{\pi^2}{2} + \alpha_h\frac{\pi^2}{2} = \frac{\pi^2}{2} = 4.93480 .$$

It is nondegenerate and separated by a gap from all other pair states, so nondegenerate perturbation theory in $g$ applies. Dividing by $\mu R^2$ gives the first term, $\pi^2/(2\mu R^2)$. Here $R$ is the radius; inserting the diameter instead lowers this term by a factor of four.

### The Coulomb constant

The first-order shift is the expectation value of the perturbation, $h_1 = -C$ with $C = \langle 1/s\rangle$, where the brackets denote an average over $\Phi^2$. Because $\Phi$ contains no mass, $C$ is a universal number. Let $x$ and $y$ be the radii of electron and hole and $\theta$ the angle between their position vectors. The density $\Phi^2$ does not depend on directions, so $\cos\theta$ is uniformly distributed on $[-1, 1]$ and for any function $A$

$$\langle A\rangle = \int_0^1dx\,p(x)\int_0^1dy\,p(y)\;\frac12\int_{-1}^{1}d(\cos\theta)\,A .$$

From $s^2 = x^2 + y^2 - 2xy\cos\theta$ at fixed $x$, $y$ follows $s\,ds = -xy\,d(\cos\theta)$. As $\cos\theta$ runs from $-1$ to $1$, $s$ runs from $x + y$ down to $|x - y|$, and the minus sign is absorbed by reversing the limits:

$$\frac12\int_{-1}^1d(\cos\theta)\,A(s) = \frac{1}{2xy}\int_{|x-y|}^{x+y}A(s)\,s\,ds .$$

For $A = 1/s$ the integrand is 1 and the integral is $(x + y) - |x - y| = 2x_<$, where $x_<$ and $x_>$ are the smaller and larger of the two radii. Since $xy = x_<x_>$, the angular average is $1/x_>$, which is the shell theorem of electrostatics. The regions $y < x$ and $y > x$ contribute equally, because exchanging the names of $x$ and $y$ maps one onto the other, so

$$C = 2\int_0^1dx\,\frac{p(x)}{x}F(x), \qquad F(x) = \int_0^xp(y)\,dy = x - \frac{\sin 2\pi x}{2\pi} .$$

$F(x)$ is the fraction of the hole's charge inside radius $x$. Inserting $p$ and multiplying out,

$$C = 2\int_0^1dx\,\Big[1 - \cos2\pi x - \frac{\sin2\pi x}{2\pi x} + \frac{\sin2\pi x\cos2\pi x}{2\pi x}\Big] .$$

The first term integrates to 1 and the second to 0, being a full period of the cosine. For the third, the substitution $t = 2\pi x$ gives $dx/x = dt/t$ and so $\mathrm{Si}(2\pi)/(2\pi)$, where $\mathrm{Si}(t) = \int_0^t(\sin\tau/\tau)\,d\tau$ is the sine integral. In the fourth, $\sin2\pi x\cos2\pi x = \tfrac12\sin4\pi x$ makes the integrand $\sin4\pi x/(4\pi x)$, and $t = 4\pi x$ gives $\mathrm{Si}(4\pi)/(4\pi)$. With the overall factor 2,

$$C = 2 - \frac{\mathrm{Si}(2\pi)}{\pi} + \frac{\mathrm{Si}(4\pi)}{2\pi} .$$

Dividing the power series of $\sin\tau$ by $\tau$ and integrating term by term gives a series that converges for every $t$,

$$\mathrm{Si}(t) = \sum_{n=0}^\infty\frac{(-1)^nt^{2n+1}}{(2n+1)\,(2n+1)!} ,$$

and its sums are $\mathrm{Si}(2\pi) = 1.4181516$ and $\mathrm{Si}(4\pi) = 1.4921612$. The terms grow before they fall, to about $3\times10^3$ for $t = 4\pi$, so cancellation costs three to four digits; ordinary double precision still leaves far more than the digits shown. Then

$$C = 2 - 0.4514117 + 0.2374848 = 1.7860732 ,$$

where the rounded entries reproduce the result to within one unit in the last digit. This is the constant 1.786 of the formula, and part (a) is proved.

The size of $C$ is reasonable. Since $x_> \le 1$, $C$ must exceed 1. For uniformly filled spheres, $p = 3x^2$ and $F = x^3$ would give $2\int_0^13x^4dx = 6/5$. The wall pushes both particles toward the centre, which raises the value. No factor $\tfrac12$ multiplies $C$: that factor belongs to the self-energy of one charge cloud, whereas here two distinct clouds interact once.

The Coulomb term relative to the kinetic term is

$$\frac{Cg}{\pi^2/2} = \frac{2C}{\pi^2}\,g = 0.36193\,g ,$$

and the two become equal at $R/a = \pi^2/(2C) = 2.7629$.

### The formula is an upper bound

$\Phi$ is normalized and obeys the boundary conditions for any $g$, so it is an admissible trial function, and $\langle\Phi|h|\Phi\rangle = \pi^2/2 - Cg$ is exactly the two-term result. The variational principle then puts the true ground-state energy at or below it. Equality would need $\Phi$ to be an eigenfunction of $h$. It is an eigenfunction of $T$, so $(g/s)\Phi$ would have to be a multiple of $\Phi$, which fails because $1/s$ is not constant. The bound is therefore strict at every radius. Within the model the formula always overestimates the energy.

At large $R$ the failure is complete. The formula tends to zero, whereas the pair forms a bulk exciton of energy $-\mathrm{Ry}^*$ whose centre of mass, of mass $M$, is confined as one particle and adds $\pi^2/(2MR^2)$ to leading order for $R \gg a$. At moderate $R/a$ the addition is noticeably larger, as if the radius available to the centre of mass were reduced by a length of order $a$.

### The second-order term

Write a general trial function as $\Psi = \Phi G$ with $G$ real. For one particle's Laplacian, the product rule gives

$$\Phi G\,\Big(-\frac12\nabla_e^2\Big)(\Phi G) = G^2\,\Phi\Big(-\frac12\nabla_e^2\Phi\Big) - \frac12G\,\big[2\Phi\nabla_e\Phi\cdot\nabla_eG + \Phi^2\nabla_e^2G\big] .$$

The first term is $(\pi^2/2)\Phi^2G^2$. The square bracket equals $\nabla_e\cdot(\Phi^2\nabla_eG)$. Integrating by parts moves this divergence onto $G$ with a change of sign, and the surface term vanishes because $\Phi^2 = 0$ on the wall. The same holds for the hole. Weighting with $\alpha_e$ and $\alpha_h$,

$$\langle\Phi G|T - h_0|\Phi G\rangle = K[G] \equiv \frac12\big\langle\alpha_e|\nabla_eG|^2 + \alpha_h|\nabla_hG|^2\big\rangle .$$

Take $G = 1 + gf$ with $\langle f\rangle = 0$. The norm is $N = 1 + g^2\langle f^2\rangle$, the constant has no gradient so $K[G] = g^2K[f]$, and the energy is

$$h_0 + \frac{g^2K[f] - g\,\langle(1 + 2gf + g^2f^2)/s\rangle}{1 + g^2\langle f^2\rangle} = h_0 - Cg + g^2\big(K[f] - 2\langle f/s\rangle\big) + O(g^3) .$$

The norm first matters at order $g^3$, since it multiplies a numerator that starts at order $g$. A further correction $g^2f_2$ to $G$, with $\langle f_2\rangle = 0$, also changes the energy only at order $g^3$, through the terms $g^3\langle f_2/s\rangle$ and the cross term in $K$. The exact coefficient $h_2$ is therefore the minimum of the bracket over $f$. For an $f$ with nonzero mean, replace $f$ by $f - \langle f\rangle$, which leaves $K$ unchanged and gives the Hylleraas functional

$$J[f] = K[f] - 2\big\langle f\,(1/s - C)\big\rangle \;\ge\; h_2 .$$

Define $\gamma = -2h_2$. Then $h = \pi^2/2 - Cg - \gamma g^2/2$ and, with $E = 2h\,\mathrm{Ry}^*/g^2$,

$$\frac{E}{\mathrm{Ry}^*} = \frac{\pi^2}{g^2} - \frac{2C}{g} - \gamma + O(g) .$$

To minimize $J$, expand $\Phi f = \sum_{n\ne0}c_n|n\rangle$ in real eigenstates of $T$, which are products of an electron state with zero $z_e$ and a hole state with zero $z_h$, with excitation energies $\Delta_n = \tfrac12[\alpha_e(z_e^2 - \pi^2) + \alpha_h(z_h^2 - \pi^2)]$. The identity above gives $K = \sum c_n^2\Delta_n$, and $\langle f/s\rangle = \sum c_nV_n$ with $V_n = \langle n|1/s|\Phi\rangle$. Each term $c_n^2\Delta_n - 2c_nV_n$ is least at $c_n = V_n/\Delta_n$, where it equals $-V_n^2/\Delta_n$. Hence

$$\gamma = 2\sum_{n\ne0}\frac{V_n^2}{\Delta_n} = \sum_{n\neq0}\frac{4V_n^2}{\alpha_e(z_e^2 - \pi^2) + \alpha_h(z_h^2 - \pi^2)} .$$

The $V_n$ contain no mass but the denominators do. When $z_e = z_h$ the masses drop out through $\alpha_e + \alpha_h = 1$. When only the hole is excited, $z_e = \pi$ and the denominator is $\alpha_h(z_h^2 - \pi^2)$, which is small for a heavy hole. So $\gamma$ depends on the mass ratio and grows without limit as $m_h/m_e\to\infty$. Physically, a heavy hole costs little kinetic energy to localize and collects at the centre of the electron's charge cloud.

A bound that does not involve the masses comes from the trial $f = -\lambda s$, which favours small separations when $\lambda > 0$. The gradient of $s$ with respect to either position is a unit vector, so $K = \lambda^2(\alpha_e + \alpha_h)/2 = \lambda^2/2$. With $D = \langle s\rangle$, the other average is $\langle-\lambda s(1/s - C)\rangle = \lambda(CD - 1)$. Thus $J = \lambda^2/2 - 2\lambda(CD - 1)$, which is least at $\lambda = 2(CD - 1)$ with the value $-2(CD - 1)^2$. From $-\gamma/2 = h_2 \le J$,

$$\gamma \ge 4(CD - 1)^2 .$$

The angular average of $s$ follows from the same change of variable with $A = s$:

$$\frac{1}{2xy}\int_{|x-y|}^{x+y}s^2ds = \frac{(x_> + x_<)^3 - (x_> - x_<)^3}{6x_>x_<} = \frac{6x_>^2x_< + 2x_<^3}{6x_>x_<} = x_> + \frac{x_<^2}{3x_>} .$$

Integrating this numerically with the weight $p(x)p(y)$ gives $D = 0.699322$, the mean electron–hole distance in units of $R$. Then $CD - 1 = 0.24904$ and $4(0.24904)^2 = 0.2481$. This number is the result of a one-parameter trial function, so it is a lower bound on $\gamma$ and not the second-order coefficient itself. Larger trial spaces, described next, raise the bound to 0.2785 for equal masses, 0.3063 for $m_h/m_e = 3.462$ and 0.4021 for $m_h/m_e = 10$; two independent bases agree on these to 0.0004, and they are used below as estimates of $\gamma$.

The two-term formula has been derived with $C = 1.7860732$ and shown to lie above the model's exact energy at every radius; the next term, $-\gamma\,\mathrm{Ry}^*$, depends on the mass ratio and has $\gamma \ge 0.2481$. What remains is to solve the model numerically and to compare the formula with that solution and with real CdSe crystals.

All numerical values are calculated from the stated model.
